# Hydrogenic 1s state in momentum space: means of p, 1/p and p²: a numerical check

```python
# Hydrogenic 1s state in momentum space, Rydberg atomic units
# (hbar = 1, a0 = 1, m = 1/2, e^2 = 2; H = p^2 - 2Z/r; fixed point nucleus).
# psi(r) = sqrt(Z^3/pi) exp(-Z r),  phi(p) = (2 pi)^(-3/2) Int exp(-i p.r) psi d^3r.
# Under test, with p = |p|:
#   phi = (2 sqrt2/pi) Z^(5/2)/(Z^2+p^2)^2,
#   <p> = 8Z/(3 pi), <1/p> = 16/(3 pi Z), <p^2> = Z^2, <p^4> = 5 Z^4.
# P(p) = 4 pi p^2 |phi|^2, I_n = Int_0^inf p^n/(1+p^2)^4 dp, F(p) = Int_0^p P.
import warnings
import numpy as np
import sympy as sp
from numpy.polynomial.legendre import leggauss
from scipy import constants as const
from scipy.integrate import quad, IntegrationWarning
from scipy.optimize import minimize_scalar

warnings.simplefilter("ignore", IntegrationWarning)
pi = np.pi


def close(a, b, tol):
    assert abs(a - b) <= tol * abs(b), (a, b)


def gauss(n, a, b):
    nodes, weights = leggauss(n)
    return 0.5 * (b - a) * nodes + 0.5 * (b + a), 0.5 * (b - a) * weights


# ---------- symbolic checks ----------
r, Zs, p, lam = sp.symbols("r Z p lam", positive=True)
x, y, z = sp.symbols("x y z", real=True)
psi_s = sp.sqrt(Zs**3 / sp.pi) * sp.exp(-Zs * r)
minus_lap_s = -sp.diff(r * psi_s, r, 2) / r
assert sp.simplify(minus_lap_s - 2 * Zs / r * psi_s + Zs**2 * psi_s) == 0
assert sp.simplify(sp.integrate(4 * sp.pi * r**2 * psi_s**2, (r, 0, sp.oo)) - 1) == 0
I = {n: float(sp.N(sp.integrate(p**n / (1 + p**2)**4, (p, 0, sp.oo)))) for n in range(7)}
for n, val in {1: 1 / 6, 2: pi / 32, 3: 1 / 12, 4: pi / 32, 6: 5 * pi / 32}.items():
    close(I[n], val, 1e-12)
th, wth = gauss(32, 0, pi / 2)
for n in range(7):
    close(I[n], I[6 - n], 1e-12)
    close(np.sum(wth * np.sin(th)**n * np.cos(th)**(6 - n)), I[n], 1e-12)
assert np.max(np.abs(32 * np.sin(th)**2 * np.cos(th)**4 - (
    2 + np.cos(2 * th) - 2 * np.cos(4 * th) - np.cos(6 * th)))) < 1e-13
psi = sp.lambdify((r, Zs), psi_s, "numpy")
dpsi = sp.lambdify((r, Zs), sp.diff(psi_s, r), "numpy")
minus_lap = sp.lambdify((r, Zs), minus_lap_s, "numpy")
dz_psi = sp.lambdify((x, y, z, Zs),
                     sp.diff(psi_s.subs(r, sp.sqrt(x**2 + y**2 + z**2)), z), "numpy")


def sine_int(f, q, Z):
    return quad(f, 0, 45 / Z, weight="sin", wvar=q, epsabs=1e-14, epsrel=1e-11, limit=300)[0]


# elementary sine integrals, quadrature against closed forms
lam_derivative = -sp.diff(p / (lam**2 + p**2), lam)
for lv, q in [(1.0, 0.4), (2.5, 7.0)]:
    close(sine_int(lambda s: np.exp(-lv * s), q, lv), q / (lv**2 + q**2), 1e-9)
    with_r = sine_int(lambda s: s * np.exp(-lv * s), q, lv)
    close(with_r, 2 * lv * q / (lv**2 + q**2)**2, 1e-9)
    close(with_r, float(lam_derivative.subs({lam: lv, p: q})), 1e-9)


def phi_formula(q, Z):
    return 2 * np.sqrt(2) / pi * Z**2.5 / (Z**2 + q**2)**2


def phi_numeric(q, Z):
    return (2 * pi)**-1.5 * 4 * pi / q * sine_int(lambda s: s * psi(s, Z), q, Z)


def cumulative(q, Z):
    t = np.arctan(q / Z)
    return (2 * t + np.sin(2 * t) / 2 - np.sin(4 * t) / 2 - np.sin(6 * t) / 6) / pi


def inverse_p_element(f, g, Z):
    # <f|1/p|g> in position space. The kernel of 1/p is 1/(2 pi^2 |r-r'|^2); its angular
    # integral leaves 4 Int Int r r' f g ln|(r+r')/(r-r')|; s = r+r', t = (r-r')/s.
    s, ws = gauss(100, 0, 50 / Z)

    def inner(t):
        a, b = s * (1 + t) / 2, s * (1 - t) / 2
        return -np.log(abs(t)) * np.sum(ws * s / 2 * a * b * f(a, Z) * g(b, Z))
    return 4 * (quad(inner, -1, 0, limit=200, epsabs=1e-11, epsrel=1e-11)[0]
                + quad(inner, 0, 1, limit=200, epsabs=1e-11, epsrel=1e-11)[0])


def analyse(Z):
    out = {}
    rr, wr = gauss(120, 0, 40 / Z)
    mu, wm = gauss(60, -1, 1)
    az = 2 * pi * np.arange(80) / 80
    R, M, A = np.meshgrid(rr, mu, az, indexing="ij")
    W = (wr * rr**2)[:, None, None] * wm[None, :, None] * (2 * pi / 80)
    S = np.sqrt(1 - M**2)
    X, Y, Zc = R * S * np.cos(A), R * S * np.sin(A), R * M
    psi3 = psi(R, Z)

    def phi3(v):
        return (2 * pi)**-1.5 * np.sum(W * psi3 * np.exp(-1j * (v[0] * X + v[1] * Y + v[2] * Zc)))
    for v in [(0, 0, 0), (0.3, -0.2, 0.5), (-0.3, 0.2, -0.5), (1, 0, 0), (0, 0, 1), (0.9, 0.8, -0.7)]:
        vec = Z * np.array(v, float)
        val = phi3(vec)
        ref = phi_formula(np.linalg.norm(vec), Z)
        assert abs(val - ref) < 1e-9 * ref
    out["phi0"] = phi3(np.zeros(3)).real
    for q in Z * np.array([0.05, 0.5, 1, 2, 10]):
        close(phi_numeric(q, Z), phi_formula(q, Z), 1e-8)
        coulomb = (2 * pi)**-1.5 * 4 * pi / q * sine_int(lambda s: 2 * Z * psi(s, Z), q, Z)
        close(coulomb, (q**2 + Z**2) * phi_formula(q, Z), 1e-8)
    # moments from the numerically transformed state, mapped grid p = Z tan(theta)
    q = Z * np.tan(th)
    dens = 4 * pi * q**2 * np.array([phi_numeric(v, Z) for v in q])**2 * Z / np.cos(th)**2 * wth
    m = {k: np.sum(dens * q**k) for k in range(-2, 5)}
    for k, ref in {0: 1, 1: 8 * Z / (3 * pi), -1: 16 / (3 * pi * Z), 2: Z**2}.items():
        close(m[k], ref, 1e-7)
    # high moments weight large p, where the oscillatory quadrature keeps fewer digits
    close(m[4], 5 * Z**4, 1e-5)
    close(m[3] / Z**3, m[-1] * Z, 1e-5)
    close(m[4] / Z**4, m[-2] * Z**2, 1e-5)
    # position-space values of the same operators
    rad = lambda f: np.sum(4 * pi * rr**2 * wr * f)
    kinetic = rad(dpsi(rr, Z)**2)
    potential = rad(-2 * Z / rr * psi(rr, Z)**2)
    close(kinetic, Z**2, 1e-10)
    close(potential, -2 * m[2], 1e-7)
    close(rad(minus_lap(rr, Z)**2), 5 * Z**4, 1e-10)
    close(inverse_p_element(psi, psi, Z), 16 / (3 * pi * Z), 1e-8)
    close(inverse_p_element(psi, minus_lap, Z), 8 * Z / (3 * pi), 1e-8)
    grad_z = dz_psi(X, Y, Zc, Z)
    assert abs(np.sum(W * psi3 * grad_z)) < 1e-10 * Z
    pz2 = np.sum(W * grad_z**2)
    z2 = np.sum(W * Zc**2 * psi3**2)
    close(pz2, m[2] / 3, 1e-7)
    close(np.sqrt(pz2 * z2), 1 / np.sqrt(3), 1e-9)
    P = lambda v: 4 * pi * v**2 * phi_numeric(v, Z)**2
    mode = minimize_scalar(lambda v: -P(v), bounds=(0.2 * Z, 1.5 * Z), method="bounded",
                           options={"xatol": 1e-8 * Z}).x
    close(mode, Z / np.sqrt(3), 1e-5)   # a maximum is flat: half the digits survive
    for top in (0.6 * Z, Z, 3 * Z):
        g, wg = gauss(30, 0, top)
        val = sum(w * P(v) for v, w in zip(g, wg))
        close(val, cumulative(top, Z), 1e-8)
        if top == Z:
            out["FZ"] = val
    close(out["FZ"], 0.5 + 2 / (3 * pi), 1e-8)
    spread = np.sqrt(m[2] - m[1]**2)
    close(spread, Z * np.sqrt(1 - 64 / (9 * pi**2)), 1e-6)
    close(m[1] * m[-1], 128 / (9 * pi**2), 1e-6)
    out.update(m=m, V=potential, pz2=pz2, z2=z2, mode=mode, spread=spread)
    return out


res = {Z: analyse(Z) for Z in (1.0, 2.5, 9.0)}

# logarithmic divergence of the fifth moment (Z = 1), one decade of cutoff
decade = quad(lambda u: 4 * pi * np.exp(8 * u) * phi_formula(np.exp(u), 1.0)**2,
              np.log(1e3), np.log(1e4))[0]
close(decade, 32 / pi * np.log(10), 1e-5)

# ---------- constants and worked example ----------
a0 = const.physical_constants["Bohr radius"][0]
ry_ev = const.physical_constants["Rydberg constant times hc in eV"][0]
p_unit = const.hbar / a0
mc = const.m_e * const.c / p_unit
close(mc, 1 / const.alpha, 1e-8)
close(p_unit**2 / (2 * const.m_e) / const.e, ry_ev, 1e-8)
ZF = 9.0
tail = quad(lambda w: 4 * pi * phi_formula(1 / w, ZF)**2 / w**4, 0, 1 / mc, epsabs=1e-18)[0]
close(tail, 1 - cumulative(mc, ZF), 1e-6)
rel = res[ZF]["m"][4] / (4 * mc**2)
close(rel / res[ZF]["m"][2], 1.25 * (ZF * const.alpha)**2, 1e-5)

print("Rydberg atomic units; momentum unit hbar/a0")
print(f"hbar/a0 = {p_unit:.6e} kg m/s")
print(f"1 Ry = {ry_ev:.6f} eV")
print(f"32/pi = {32 / pi:.6f} (dimensionless)")
for n in (1, 2, 3, 4, 6):
    print(f"I_{n} = {I[n]:.6f} (dimensionless)")
print(f"growth of <p^5> per decade of cutoff, Z=1: {decade:.4f} (hbar/a0)^5")
for Z, name in ((1.0, "Z=1"), (ZF, "F8+ Z=9")):
    o = res[Z]
    m = o["m"]
    print(f"--- {name} ---")
    print(f"phi(0) = {o['phi0']:.6g} (hbar/a0)^-3/2")
    for f in (0.5, 1, 2):
        print(f"phi(p={f * Z:g} hbar/a0) = {phi_numeric(f * Z, Z):.6g} (hbar/a0)^-3/2")
    print(f"norm = {m[0]:.6f}")
    print(f"<p> = {m[1]:.6f} hbar/a0 = {m[1] * p_unit:.5e} kg m/s")
    print(f"<1/p> = {m[-1]:.6f} a0/hbar ; 1/<p> = {1 / m[1]:.6f} a0/hbar")
    print(f"<p^2> = {m[2]:.5f} (hbar/a0)^2")
    print(f"<T> = {m[2]:.5f} Ry = {m[2] * ry_ev:.3f} eV")
    print(f"<V> = {o['V']:.5f} Ry ; E = {o['V'] + m[2]:.5f} Ry")
    print(f"<p^4> = {m[4]:.6g} (hbar/a0)^4")
    print(f"<p_z^2> = {o['pz2']:.5f} (hbar/a0)^2 ; <z^2> = {o['z2']:.6f} a0^2")
    print(f"Delta z Delta p_z = {np.sqrt(o['pz2'] * o['z2']):.5f} hbar")
    print(f"most probable p = {o['mode']:.4f} hbar/a0")
    print(f"spread of |p| = {o['spread']:.5f} hbar/a0")
    print(f"<p><1/p> = {m[1] * m[-1]:.5f} (dimensionless)")
    print(f"probability p < Z hbar/a0 = {o['FZ']:.5f}")
print("--- validity for F8+ ---")
print(f"mc = {mc:.4f} hbar/a0 ; Z alpha = {ZF * const.alpha:.5f}")
print(f"<p>/mc = {res[ZF]['m'][1] / mc:.5f} (dimensionless)")
print(f"probability p > mc = {tail:.3e}")
print(f"alpha^2 <p^4>/4 = {rel:.4f} Ry ; ratio to <T> = {rel / res[ZF]['m'][2]:.5f}")
print(f"rough m/M for M = 19 u: {const.m_e / (19 * const.atomic_mass):.1e}")
print("all assertions hold")
```

Output:

```
Rydberg atomic units; momentum unit hbar/a0
hbar/a0 = 1.992852e-24 kg m/s
1 Ry = 13.605693 eV
32/pi = 10.185916 (dimensionless)
I_1 = 0.166667 (dimensionless)
I_2 = 0.098175 (dimensionless)
I_3 = 0.083333 (dimensionless)
I_4 = 0.098175 (dimensionless)
I_6 = 0.490874 (dimensionless)
growth of <p^5> per decade of cutoff, Z=1: 23.4539 (hbar/a0)^5
--- Z=1 ---
phi(0) = 0.900316 (hbar/a0)^-3/2
phi(p=0.5 hbar/a0) = 0.576202 (hbar/a0)^-3/2
phi(p=1 hbar/a0) = 0.225079 (hbar/a0)^-3/2
phi(p=2 hbar/a0) = 0.0360127 (hbar/a0)^-3/2
norm = 1.000000
<p> = 0.848826 hbar/a0 = 1.69159e-24 kg m/s
<1/p> = 1.697653 a0/hbar ; 1/<p> = 1.178097 a0/hbar
<p^2> = 1.00000 (hbar/a0)^2
<T> = 1.00000 Ry = 13.606 eV
<V> = -2.00000 Ry ; E = -1.00000 Ry
<p^4> = 5 (hbar/a0)^4
<p_z^2> = 0.33333 (hbar/a0)^2 ; <z^2> = 1.000000 a0^2
Delta z Delta p_z = 0.57735 hbar
most probable p = 0.5774 hbar/a0
spread of |p| = 0.52867 hbar/a0
<p><1/p> = 1.44101 (dimensionless)
probability p < Z hbar/a0 = 0.71221
--- F8+ Z=9 ---
phi(0) = 0.033345 (hbar/a0)^-3/2
phi(p=4.5 hbar/a0) = 0.0213408 (hbar/a0)^-3/2
phi(p=9 hbar/a0) = 0.00833626 (hbar/a0)^-3/2
phi(p=18 hbar/a0) = 0.0013338 (hbar/a0)^-3/2
norm = 1.000000
<p> = 7.639437 hbar/a0 = 1.52243e-23 kg m/s
<1/p> = 0.188628 a0/hbar ; 1/<p> = 0.130900 a0/hbar
<p^2> = 81.00000 (hbar/a0)^2
<T> = 81.00000 Ry = 1102.061 eV
<V> = -162.00000 Ry ; E = -81.00000 Ry
<p^4> = 32805 (hbar/a0)^4
<p_z^2> = 27.00000 (hbar/a0)^2 ; <z^2> = 0.012346 a0^2
Delta z Delta p_z = 0.57735 hbar
most probable p = 5.1962 hbar/a0
spread of |p| = 4.75805 hbar/a0
<p><1/p> = 1.44101 (dimensionless)
probability p < Z hbar/a0 = 0.71221
--- validity for F8+ ---
mc = 137.0360 hbar/a0 ; Z alpha = 0.06568
<p>/mc = 0.05575 (dimensionless)
probability p > mc = 2.459e-06
alpha^2 <p^4>/4 = 0.4367 Ry ; ratio to <T> = 0.00539
rough m/M for M = 19 u: 2.9e-05
all assertions hold
```
